# Logarithmic loss of precursor coverage during a purge

Take an inert plane that has been dosed with a precursor and is purged at 353 K. If every molecule is bound by 0.90 eV and attempts to leave \(10^{13}\) times per second, the fraction left after 10 s is \(7\times10^{-7}\). If instead the binding energies are spread evenly from 0.5 to 1.3 eV, with the same mean, temperature and attempt rate, the fraction left is 0.377. A further 90 s of purging lowers it only to 0.290. Every site still empties by an ordinary first-order process, so the slow decay must come from the spread.

## The model

Each site holds at most one molecule, bound with energy \(E>0\), which desorbs at the rate

\[
k(E)=\nu e^{-E/kT}.
\]

Here \(\nu\) is the attempt rate, the same for all sites, and \(kT\) is Boltzmann's constant times the temperature; \(k\) with an argument or a subscript is a rate. The energies are uniform on \([E_a,E_b]\), with density \(1/D\) and \(D=E_b-E_a\). All sites are full at \(t=0\), when the purge begins. Until stated otherwise, molecules do not return from the gas, move between sites or influence one another.

The occupation \(f\) of one site obeys \(df/dt=-k(E)f\) with \(f=1\) at \(t=0\), so

\[
f(E,t)=e^{-k(E)t}.
\]

The retained coverage, as a fraction of all sites, is the average

\[
\Theta(t)=\frac1D\int_{E_a}^{E_b}e^{-k(E)t}\,dE. \tag{1}
\]

The weakest sites empty at the fastest rate, \(k_a=k(E_a)\), and the strongest at the slowest, \(k_b=k(E_b)\). The result to be derived is

\[
\Theta(t)\approx\frac{E_b-kT(\ln\nu t+\gamma)}{D},\qquad \frac1{k_a}\ll t\ll\frac1{k_b}, \tag{2}
\]

where \(\gamma=0.5772\ldots\) is Euler's constant. Because \(k_a/k_b=e^{D/kT}\), the time window exists only if \(D\) is several times \(kT\). This is the meaning of "broad".

## First derivation: do the integral

Change the variable in (1) from \(E\) to \(u=k(E)t\). Since \(\ln u=\ln\nu t-E/kT\), we have \(dE=-kT\,du/u\). The limit \(E_a\) becomes \(k_at\), and \(E_b\) becomes the smaller number \(k_bt\). The minus sign reverses the limits:

\[
\Theta=\frac{kT}{D}\int_{k_bt}^{k_at}\frac{e^{-u}}{u}\,du
=\frac{kT}{D}\left[E_1(k_bt)-E_1(k_at)\right],\qquad
E_1(x)=\int_x^\infty\frac{e^{-u}}u\,du. \tag{3}
\]

This is exact within the model. In the window \(k_bt\) is small and \(k_at\) is large, so both limits of \(E_1\) are needed.

For small \(x\), split the integral at 1 and write \(e^{-u}=1-(1-e^{-u})\) below 1:

\[
E_1(x)=\int_1^\infty\frac{e^{-u}}u du-\ln x-\int_0^1\frac{1-e^{-u}}u du+\int_0^x\frac{1-e^{-u}}u du .
\]

The two constants combine into \(-\gamma\). To see this, start from the definition \(\gamma=\lim_{m\to\infty}(H_m-\ln m)\), with \(H_m=1+\frac12+\dots+\frac1m\). Summing a geometric series gives \([1-(1-s)^m]/s=\sum_{j=0}^{m-1}(1-s)^j\), whose integral from 0 to 1 is \(H_m\). With \(s=u/m\), and \(\ln m=\int_1^m du/u\),

\[
H_m-\ln m=\int_0^1\frac{1-(1-u/m)^m}{u}du-\int_1^m\frac{(1-u/m)^m}{u}du .
\]

As \(m\to\infty\), \((1-u/m)^m\to e^{-u}\), while staying below \(e^{-u}\), which bounds the second integrand by \(e^{-u}/u\). For \(0<u<1\) it also stays at or above \(1-u\), by Bernoulli's inequality, so the first integrand is at most 1. The limit may therefore be taken under both integrals:

\[
\gamma=\int_0^1\frac{1-e^{-u}}u du-\int_1^\infty\frac{e^{-u}}u du. \tag{4}
\]

Therefore

\[
E_1(x)=-\gamma-\ln x+r(x),\qquad r(x)=\int_0^x\frac{1-e^{-u}}u du,\qquad 0<r(x)<x. \tag{5}
\]

The bounds hold because \(0<1-e^{-u}<u\). For large \(x\), replacing \(1/u\) by its largest value \(1/x\) gives \(E_1(x)<e^{-x}/x\).

Insert (5) for \(E_1(k_bt)\) in (3), and use \(\ln k_bt=\ln\nu t-E_b/kT\):

\[
\Theta=\frac{E_b-kT(\ln\nu t+\gamma)}D+\frac{kT}{D}\left[r(k_bt)-E_1(k_at)\right]. \tag{6}
\]

The first term is (2). The error lies between \(-(kT/D)e^{-k_at}/(k_at)\) and \((kT/D)k_bt\), and both bounds are small in the window. A tenfold increase in time therefore removes the fraction

\[
\Delta\Theta=\frac{kT\ln10}{D} \tag{7}
\]

of all sites, whatever the starting time, provided that the start and the end of the decade both lie well inside the window.

**Outside the window.** For \(k_at\ll1\), expanding (1) to first order gives a linear loss,

\[
1-\Theta\approx\langle k\rangle t,\qquad \langle k\rangle=\frac1D\int_{E_a}^{E_b}\nu e^{-E/kT}dE=\frac{kT(k_a-k_b)}D .
\]

For \(k_bt\gg1\) the term \(E_1(k_at)\) is negligible in a broad distribution. With \(x=k_bt\), the relative loss rate is then \(-d\ln\Theta/dt=k_be^{-x}/[xE_1(x)]\). The bound \(E_1<e^{-x}/x\) makes it larger than \(k_b\). For the other side, consider \(\varphi=E_1(x)-e^{-x}/(x+1)\). Its derivative is

\[
\varphi'=e^{-x}\left[-\frac1x+\frac1{x+1}+\frac1{(x+1)^2}\right]=-\frac{e^{-x}}{x(x+1)^2}<0,
\]

and \(\varphi\to0\) at infinity, so \(\varphi>0\). The relative loss rate is thus below \(k_b(1+1/x)=k_b+1/t\). The relative loss rate therefore tends to \(k_b\), the rate of the strongest sites. The decay is not a pure exponential, however: the same two bounds on \(E_1\) give \(\Theta\approx(kT/D)\,e^{-k_bt}/(k_bt)\), with a factor \(1/t\) that remains.

If \(D\ll kT\), all rates agree to relative order \(D/kT\). Then \(\Theta\approx e^{-\langle k\rangle t}\) as long as \(\langle k\rangle t\,D/kT\ll1\), and no logarithmic stage occurs.

## Second derivation: follow the emptying front

Now fix the time and look at the occupation as a function of energy. Define \(E^*=kT\ln\nu t\), the energy at which \(k(E^*)t=1\). Then

\[
f(E,t)=\exp\left[-e^{-(E-E^*)/kT}\right].
\]

This is a smooth step. Sites well below \(E^*\) are empty and sites well above it are full. The occupation is 0.1 at \(E^*-0.83kT\) and 0.9 at \(E^*+2.25kT\), so the step is about \(3kT\) wide. It keeps its shape while its position moves up in proportion to \(\ln t\). Each further decade of time exposes an equal strip of energy, \(kT\ln10\), and a uniform density puts an equal number of sites in each strip. This is the physical reason for the logarithm.

To obtain the additive constant as well, let the density be any \(g(E)\) normalized to one, and let \(N(E)=\int_E^{E_b}g\,dE'\) be the fraction of sites stronger than \(E\). Since \(g=-dN/dE\), integration by parts gives

\[
\Theta=\int_{E_a}^{E_b}gf\,dE=N(E_a)f(E_a,t)+\int_{E_a}^{E_b}N(E)\frac{\partial f}{\partial E}dE. \tag{8}
\]

The boundary term is \(e^{-k_at}\), negligible once the front has left the lower edge. In the remaining term, \(\partial f/\partial E\) is a positive peak near \(E^*\). Its area is \(f(E_b,t)-f(E_a,t)\approx1\), so it acts as a probability density for the energy of the front.

With \(u=e^{-(E-E^*)/kT}\), that is \(E=E^*-kT\ln u\), the weight \((\partial f/\partial E)\,dE\) becomes \(e^{-u}du\) on \(0<u<\infty\), if the tails beyond the two edges are included. The mean energy of the peak is

\[
\overline E=E^*-kT\int_0^\infty e^{-u}\ln u\,du .
\]

Integrate by parts on each side of \(u=1\), using \(1-e^{-u}\) as the antiderivative of \(e^{-u}\) below 1 and \(-e^{-u}\) above. The boundary terms vanish, and (4) gives

\[
\int_0^\infty e^{-u}\ln u\,du=-\int_0^1\frac{1-e^{-u}}udu+\int_1^\infty\frac{e^{-u}}udu=-\gamma .
\]

Hence \(\overline E=E^*+\gamma kT\). For the uniform density, \(N=(E_b-E)/D\) is linear, so its average over the peak is its value at \(\overline E\):

\[
\Theta\approx\frac{E_b-\overline E}D=\frac{E_b-kT(\ln\nu t+\gamma)}D,
\]

which is (2) again. Euler's constant now has a meaning: it is the distance, in units of \(kT\), between the nominal front \(E^*\) and the mean of its asymmetric peak.

The same picture gives the slope for other distributions. Since \(\partial f/\partial\ln t=-ue^{-u}=-kT\,\partial f/\partial E\),

\[
-\frac{d\Theta}{d\ln t}=kT\int g\frac{\partial f}{\partial E}dE\approx kT\,g(E^*+\gamma kT). \tag{9}
\]

The last step needs \(g\) to be nearly linear across the front; for a linear \(g\) it leaves only edge errors.

## What each derivation assumes

Both derivations use independent first-order desorption, one attempt rate and a constant temperature. They differ in what they require of the energies and in what they return.

The integral (3) relies on the uniform density, because only then is the integrand \(e^{-u}/u\) with nothing else in it. In return it covers all times and bounds the error of (2). The front argument needs the front to be away from both edges and gives no bound as it stands. In return it needs only a density that varies slowly over a few \(kT\). It also shows that the initial state of the weak sites does not matter once the front has passed them. A logarithmic fall therefore requires a flat density only over the strip of energies swept during the purge, plus a margin of a few \(kT\) on each side for the width of the front.

## The numbers

At 353 K, \(kT=0.03042\) eV, and the width \(D=0.80\) eV is \(26.3\,kT\). The edge rates are \(k_a=7.3\times10^5\) s⁻¹ and \(k_b=2.8\times10^{-6}\) s⁻¹. The window therefore runs from about \(10^{-6}\) s to a few times \(10^5\) s, and ordinary purge times lie deep inside it. At 10 s, \(\ln\nu t=32.236\), and

\[
\Theta=\frac{1.3-0.03042\,(32.236+0.577)}{0.8}=0.377 .
\]

Numerical quadrature of (1) gives the same value to the digits shown. The values at 1 s and 100 s are 0.465 and 0.290, and the loss per decade from (7) is 0.088 of all sites.

Reaching \(\Theta=0.10\) takes \(1.53\times10^4\) s, a little over four hours, by quadrature. Equation (2) gives \(1.47\times10^4\) s, about 4% less. The difference is the term \(r(k_bt)\approx k_bt=0.042\) in (6), which shifts \(\ln t\) by about that amount: the front is beginning to feel the upper edge.

## Effects left out, and their size

**Gas that lingers.** Suppose that at the end of the dose each empty site is hit at rate \(F_0\), that every hit sticks, and that this rate then decays as \(F_0e^{-t/\tau}\). The one-way flux of a gas at pressure \(p\) is its density \(p/kT\) times \(\sqrt{kT/2\pi m}\), the mean normal velocity when molecules moving away from the plane are counted as zero. For a site area \(A\), \(F_0=pA/\sqrt{2\pi mkT}\). With 0.1 Torr, 0.30 nm² and a mass of 72 u this is \(6.6\times10^4\) s⁻¹.

A long dose fills a site to \(F_0/(F_0+k)\), where capture balances desorption. Averaged over energies, this is 0.906 rather than 1. The missing molecules belong to weak sites that would be empty long before 10 s.

For a strong site with \(k\tau\ll1\), vacancies form at rate \(k\) and are refilled by the gas. While they are rare, and after the gas has gone,

\[
1-f\approx k\int_0^t\exp\left(-F_0\tau e^{-s/\tau}\right)ds .
\]

With \(v=F_0\tau e^{-s/\tau}\) and \(ds=-\tau\,dv/v\), this becomes \(k\tau[E_1(F_0\tau e^{-t/\tau})-E_1(F_0\tau)]\). For \(F_0\tau\gg1\) the second term is negligible, and (5) turns the first into \(k(t-t_d)\), with

\[
t_d=\tau\left[\ln(F_0\tau)+\gamma\right].
\]

The purge clock starts late by \(t_d\). For \(\tau=0.1\) s the delay is 0.94 s. The ideal value at 1 s is then of no practical use, but integrating the site rate equations on a grid of 120 energies gives 0.381 at 10 s, hardly changed.

**Repulsion.** Let the binding energy fall to \(E-w\Theta\), in a mean-field description. In (2), \(t\) is replaced by \(J=\int_0^te^{w\Theta(t')/kT}dt'\). If \(\Theta\) falls by \(\sigma\) per unit of \(\ln t\), the integrand varies as \(t^{-\beta}\) with \(\beta=w\sigma/kT\), so \(J=te^{w\Theta(t)/kT}/(1-\beta)\). Since \(\ln J\) grows as \((1-\beta)\ln t\), consistency requires \(D\sigma=kT(1-\beta)\), or \(\sigma=kT/(D+w)\) and \(1-\beta=D/(D+w)\). Solving for the coverage,

\[
\Theta=\frac{E_b-kT\{\ln\nu t+\gamma+\ln[(D+w)/D]\}}{D+w}.
\]

For \(w=0.05\) eV this gives 0.353 at 10 s. The fall remains logarithmic.

**Motion between sites.** Let molecules hop from full to empty sites at rates proportional to \(k(E)\), much faster than they desorb. Balance between any two sites then makes \(kf/(1-f)\) the same everywhere; call it \(\nu\lambda\). Each site loses \(kf=\nu\lambda(1-f)\) to the gas, and averaging gives \(d\Theta/dt=-\nu\lambda(1-\Theta)\). With \(n=D/kT\) and \(L=\lambda e^{E_a/kT}\), averaging \(f=\lambda e^{E/kT}/(1+\lambda e^{E/kT})\) over energy gives

\[
e^{n\Theta}=\frac{1+Le^n}{1+L},\qquad L=\frac{e^{n\Theta}-1}{e^n-e^{n\Theta}} .
\]

Since \(\nu\lambda=k_aL\), the empty fraction \(y=1-\Theta\) obeys \(dy/dt=k_aLy\), hence

\[
k_at=\int_0^{1-\Theta}\frac{e^{ny}-1}{y\left[1-e^{-n(1-y)}\right]}dy .
\]

Solved numerically, this gives 0.290 at 10 s and 0.198 at 100 s. Away from both edges the upper limit dominates, and with \(X=n(1-\Theta)\) the integral is roughly \(e^X/X\). Thus \(X-\ln X\approx\ln k_at\), and the loss per unit of \(\ln t\) is larger than \(kT/D\) by the factor \(1/(1-1/X)\). At 10 s, \(X\approx18.7\) and the factor is 1.06. Away from both edges, fast exchange thus lowers the coverage but leaves its fall nearly logarithmic.

**Parameters.** A hundredfold larger \(\nu\) acts as a hundredfold longer purge and lowers the 10 s coverage to 0.202. Heating by 10 K at fixed purge time lowers it to 0.342, as much as purging about 2.5 times longer. If the density rises linearly from 0.5 to 1.5 times its mean across the range, the local slope at 10 s becomes 0.098 per decade, in line with (9); it grows as the front climbs, with losses of 0.095 from 1 to 10 s and 0.102 from 10 to 100 s.

## Beside a real plane

The molecular mass is that of trimethylaluminium; the energies, the attempt rate and the other parameters are round values, not measured for any surface. A spread of binding energies can come from steps, defects and residues. A clean terrace has nearly one binding energy; at 0.5 eV it would empty in microseconds. Giving every energy up to 1.3 eV equal weight over the whole plane is therefore far from typical of a clean crystal. If 10% of the sites belonged to the distribution and the rest were such terrace, the 10 s coverage for independent sites would be 0.038. With fast exchange the terrace also drains the strong sites: nearly the whole plane is empty and loses \(\nu\lambda\) per site while only a tenth of it holds molecules, and the 10 s coverage falls to about 0.019, as low as a hundredfold \(\nu\) would take it. Of the effects sized for the full distribution, and at the sizes chosen here, the uncertain attempt rate matters most (a drop of 0.175 for a factor of 100), followed by the linear tilt of the density (a rise of 0.116) and fast exchange (a drop of 0.087). Multilayers, dissociation and reaction with strong sites are omitted; a molecule that reacts is no longer described by reversible desorption. Within these conditions, and as long as the purge stays inside the time window of (2), purge time is a weak control of retained precursor, and a modest change of temperature can replace a multiple of it.

Numerical values quoted here were computed with a short program.
